# Secondary-electron yield versus beam energy for constant deposition in depth: a program that tests the result

```python
"""
Secondary-electron yield for constant deposited energy density in depth.

Result under test: with range R = B E^n, deposition E/R on 0 < x < R, one
secondary per energy eps, and escape probability P exp(-x/lam), the yield is
    delta = (P E / eps) (1 - exp(-z)) / z,    z = R / lam.
For n > 1 it has one maximum, where exp(z) = 1 + n z / (n - 1).
For n <= 1 it has no maximum at finite energy.

E: beam energy (eV); x, R, lam: depth, range, escape length (angstrom);
eps: energy per internal secondary (eV); P: surface escape factor.
B is fixed by the range R_ref at the reference energy E_REF.
"""
from collections import namedtuple
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
E_REF = 1000.0
CUT = 40.0  # depths beyond CUT*lam contribute less than exp(-40)

Model = namedtuple("Model", "n R_ref lam eps P")
base = Model(n=1.6, R_ref=250.0, lam=30.0, eps=25.0, P=0.4)


def beam_range(E, m):
    return m.R_ref * (E / E_REF) ** m.n


def yield_quadrature(E, m):
    """Yield from its definition: source density times escape probability."""
    R = beam_range(E, m)
    density = E / (R * m.eps)
    top = min(R, CUT * m.lam)
    return quad(lambda x: density * m.P * np.exp(-x / m.lam),
                0.0, top, epsabs=0.0, epsrel=1e-11)[0]


def yield_formula(E, m):
    z = beam_range(E, m) / m.lam
    return m.P * E / m.eps * (-np.expm1(-z)) / z


def yield_slowing(E, m):
    """Yield when the range law is used as a local slowing-down law."""
    z = beam_range(E, m) / m.lam
    low = E * (1.0 - CUT / z) ** (1.0 / m.n) if z > CUT else 0.0
    return m.P / m.eps * quad(
        lambda e: np.exp(-(beam_range(E, m) - beam_range(e, m)) / m.lam),
        low, E, epsabs=0.0, epsrel=1e-11)[0]


def numerical_peak(function, m):
    found = minimize_scalar(lambda s: -function(np.exp(s), m),
                            bounds=(np.log(5.0), np.log(20000.0)),
                            method="bounded", options={"xatol": 1e-9})
    return np.exp(found.x), -found.fun


def peak_z(n):
    inverse_a = (n - 1.0) / n
    w = lambertw(-inverse_a * np.exp(-inverse_a), -1)
    return -inverse_a - w.real


def peak_formula(m):
    z = peak_z(m.n)
    E = E_REF * (m.lam * z / m.R_ref) ** (1.0 / m.n)
    return E, m.P * E / m.eps * m.n / (m.n - 1.0 + m.n * z)


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * abs(b)


# Closed yield against the depth integral
for E in (20.0, 100.0, 400.0, 1000.0, 5000.0):
    assert close(yield_formula(E, base), yield_quadrature(E, base), 1e-9)

# Low-energy and high-energy limits of the depth integral
assert close(yield_quadrature(0.5, base), base.P * 0.5 / base.eps, 1e-3)
tail_ratio = yield_quadrature(16000.0, base) / yield_quadrature(8000.0, base)
assert close(tail_ratio, 2.0 ** (1.0 - base.n), 1e-8)

# Peak position, height and curvature against direct maximization
for n in (1.2, 1.35, 1.6, 2.0):
    m = base._replace(n=n)
    E_num, d_num = numerical_peak(yield_quadrature, m)
    E_pred, d_pred = peak_formula(m)
    assert close(E_pred, E_num, 1e-5) and close(d_pred, d_num, 1e-8)
    h = 0.02
    logs = [np.log(yield_quadrature(E_num * np.exp(k * h), m))
            for k in (-1, 0, 1)]
    curvature_num = (logs[0] - 2.0 * logs[1] + logs[2]) / h**2
    curvature_pred = (n - 1.0) * (1.0 - n * peak_z(n))
    assert curvature_num < 0.0
    assert close(curvature_pred, curvature_num, 2e-3)

# One maximum for n > 1, steady rise for n <= 1
for n in (1.2, 1.6, 2.0):
    values = [yield_quadrature(E, base._replace(n=n))
              for E in np.geomspace(10.0, 20000.0, 60)]
    signs = np.sign(np.diff(values))
    assert signs[0] > 0 and signs[-1] < 0
    assert np.count_nonzero(np.diff(signs)) == 1
for n in (0.8, 1.0):
    values = [yield_quadrature(E, base._replace(n=n))
              for E in np.geomspace(10.0, 2000.0, 40)]
    assert np.all(np.diff(values) > 0.0)

# The reduced curve depends only on n
other = Model(n=base.n, R_ref=410.0, lam=17.0, eps=33.0, P=0.7)
z_m = peak_z(base.n)
for m in (base, other):
    E_num, d_num = numerical_peak(yield_quadrature, m)
    for u in (0.2, 0.5, 2.0, 6.0):
        reduced = (u ** (1.0 - m.n) * np.expm1(-z_m * u**m.n)
                   / np.expm1(-z_m))
        assert close(reduced, yield_quadrature(u * E_num, m) / d_num, 1e-5)

# Effect of doubling the escape length
E_m, d_m = numerical_peak(yield_quadrature, base)
E_double, d_double = numerical_peak(yield_quadrature,
                                    base._replace(lam=2.0 * base.lam))
assert close(E_double / E_m, 2.0 ** (1.0 / base.n), 1e-5)
assert close(d_double / d_m, 2.0 ** (1.0 / base.n), 1e-7)

# Energies of unit yield
assert d_m > 1.0
E_lower = brentq(lambda E: yield_quadrature(E, base) - 1.0, 5.0, E_m)
E_upper = brentq(lambda E: yield_quadrature(E, base) - 1.0, E_m, 20000.0)
E_upper_tail = E_REF * (base.P * base.lam * E_REF
                        / (base.eps * base.R_ref)) ** (1.0 / (base.n - 1.0))
assert close(E_upper_tail, E_upper, 1e-8)

# Loss of yield for a beam energy ten percent above the peak
curvature = (base.n - 1.0) * (1.0 - base.n * z_m)
loss_num = 1.0 - yield_quadrature(1.1 * E_m, base) / d_m
loss_pred = -0.5 * curvature * np.log(1.1) ** 2
assert close(loss_pred, loss_num, 0.05)  # cubic and higher terms omitted

# Non-constant deposition: depth integral against energy integral
for E in (50.0, 300.0, 1000.0):
    z = beam_range(E, base) / base.lam
    depth_integral = quad(lambda t: np.exp(-z * t), 0.0, 1.0, weight="alg",
                          wvar=(0.0, 1.0 / base.n - 1.0))[0]
    direct = base.P * E / (base.eps * base.n) * depth_integral
    assert close(yield_slowing(E, base), direct, 1e-7)
E_slow, d_slow = numerical_peak(yield_slowing, base)
z_slow = beam_range(E_slow, base) / base.lam
assert close(base.P * E_slow / (base.eps * base.n * z_slow), d_slow, 1e-5)
slow_tail = yield_slowing(50000.0, base) / yield_quadrature(50000.0, base)
assert close(slow_tail, 1.0 / base.n, 1e-3)
slow_values = [yield_slowing(E, base) for E in np.geomspace(10, 20000, 60)]
slow_signs = np.sign(np.diff(slow_values))
assert np.count_nonzero(np.diff(slow_signs)) == 1

R_m = beam_range(E_m, base)
print(f"Range exponent n: {base.n:.1f} (no unit)")
print(f"Reference beam energy: {E_REF:.0f} eV")
print(f"Range at reference energy: {base.R_ref:.0f} angstrom")
print(f"Escape length: {base.lam:.0f} angstrom")
print(f"Energy per internal secondary: {base.eps:.0f} eV")
print(f"Surface escape factor P: {base.P:.1f} (no unit)")
print(f"Ratio a = n/(n-1): {base.n / (base.n - 1.0):.4f} (no unit)")
print(f"Peak range/escape length z_m, Lambert: {z_m:.4f} (no unit)")
print(f"Same ratio, direct maximization: {R_m / base.lam:.4f} (no unit)")
print(f"Peak beam energy: {E_m:.1f} eV = {E_m / HARTREE_EV:.3f} hartree")
print(f"Range at peak: {R_m:.2f} angstrom = {R_m / BOHR_ANGSTROM:.2f} bohr")
print(f"Peak yield, direct maximization: {d_m:.4f} electrons/electron")
print(f"Peak yield, formula: {peak_formula(base)[1]:.4f} electrons/electron")
print(f"Logarithmic curvature at peak: {curvature:.4f} (no unit)")
print(f"Yield loss at 1.1 E_m, integral: {100 * loss_num:.3f} percent")
print(f"Yield loss at 1.1 E_m, curvature: {100 * loss_pred:.3f} percent")
print("Columns: E (eV), R (angstrom), E/eps, mean escape with P, yield")
for E in (100.0, E_m, 1000.0, 3000.0):
    made = E / base.eps
    out = yield_quadrature(E, base)
    print(f"{E:7.1f} {beam_range(E, base):8.2f} {made:8.3f} "
          f"{out / made:8.4f} {out:8.4f}")
print(f"Lower unit-yield energy: {E_lower:.1f} eV")
print(f"Upper unit-yield energy: {E_upper:.1f} eV")
print(f"Upper unit-yield energy, tail formula: {E_upper_tail:.1f} eV")
print(f"Range/escape length there: "
      f"{beam_range(E_upper, base) / base.lam:.1f} (no unit)")
print(f"Peak energy with doubled escape length: {E_double:.1f} eV")
print(f"Peak yield with doubled escape length: {d_double:.4f} per electron")
print(f"Common factor for both: {E_double / E_m:.4f} (no unit)")
for n in (1.2, 1.35, 2.0):
    print(f"z_m for n = {n:.2f}: {peak_z(n):.4f} (no unit)")
print(f"Non-constant deposition, peak energy: {E_slow:.1f} eV")
print(f"Non-constant deposition, z at peak: {z_slow:.4f} (no unit)")
print(f"Non-constant deposition, peak yield: {d_slow:.4f} per electron")
print(f"Tail yield ratio to constant case, 50000 eV: {slow_tail:.4f}")
print("PASS")
```

Output:

```
Range exponent n: 1.6 (no unit)
Reference beam energy: 1000 eV
Range at reference energy: 250 angstrom
Escape length: 30 angstrom
Energy per internal secondary: 25 eV
Surface escape factor P: 0.4 (no unit)
Ratio a = n/(n-1): 2.6667 (no unit)
Peak range/escape length z_m, Lambert: 1.7207 (no unit)
Same ratio, direct maximization: 1.7207 (no unit)
Peak beam energy: 373.1 eV = 13.711 hartree
Range at peak: 51.62 angstrom = 97.55 bohr
Peak yield, direct maximization: 2.8483 electrons/electron
Peak yield, formula: 2.8483 electrons/electron
Logarithmic curvature at peak: -1.0519 (no unit)
Yield loss at 1.1 E_m, integral: 0.478 percent
Yield loss at 1.1 E_m, curvature: 0.478 percent
Columns: E (eV), R (angstrom), E/eps, mean escape with P, yield
  100.0     6.28    4.000   0.3609   1.4436
  373.1    51.62   14.923   0.1909   2.8483
 1000.0   250.00   40.000   0.0480   1.9195
 3000.0  1449.89  120.000   0.0083   0.9932
Lower unit-yield energy: 65.9 eV
Upper unit-yield energy: 2966.0 eV
Upper unit-yield energy, tail formula: 2966.0 eV
Range/escape length there: 47.5 (no unit)
Peak energy with doubled escape length: 575.4 eV
Peak yield with doubled escape length: 4.3928 per electron
Common factor for both: 1.5422 (no unit)
z_m for n = 1.20: 2.9183 (no unit)
z_m for n = 1.35: 2.2830 (no unit)
z_m for n = 2.00: 1.2564 (no unit)
Non-constant deposition, peak energy: 307.0 eV
Non-constant deposition, z at peak: 1.2598 (no unit)
Non-constant deposition, peak yield: 2.4371 per electron
Tail yield ratio to constant case, 50000 eV: 0.6251
PASS
```
